\section*{Defects Competing for One Sublattice: Shared Saturation and Its Dilute Limit}

\section{Counting the sites}

\textbf{Q.} For each point defect in a growing semiconductor I multiply the site density by a Boltzmann factor. Vacancies, donors and other substituents may sit on the same sublattice, but if they do not interact, why should one species know about another?

\textbf{A.} Because a site taken by one is not available to the other. Let a sublattice have $N$ equivalent sites. Each holds its host atom or one defect of species $i=1,\dots,m$. Let $N_i$ be the number of defects $i$, $N_0$ the number of host atoms, and $c_i=N_i/N$, $c_0=N_0/N$. Then
\begin{equation}
c_0=1-\sum_i c_i ,
\label{sites}
\end{equation}
where sums over $i$ or $j$ run over defects and leave out the host.

\textbf{Q.} What is held fixed, and what does a defect cost?

\textbf{A.} The temperature $T$, the number of sites, the chemical potentials of all atoms and, for now, the Fermi level $E_F$ are fixed. The formation energy $E_i$ is the change of grand potential when one host atom is replaced by defect $i$, without the entropy of choosing the site. It includes returning the host atom to its reservoir and taking any foreign atom from its own. For charge $q_i$, in units of the elementary charge,
\begin{equation}
E_i=E_{i0}+q_iE_F ,
\label{formation}
\end{equation}
with $E_F$ measured from the valence-band edge. A positive defect has given electrons to the reservoir at $E_F$, hence the plus sign. Each defect has $g_i$ equivalent internal states, and the host has one.

\textbf{Q.} Then write down the quantity to be minimised.

\textbf{A.} The number of arrangements is
\begin{equation}
W=\frac{N!}{N_0!\,\prod_iN_i!}\prod_i g_i^{N_i}.
\end{equation}
For large numbers $\ln n!\simeq n\ln n-n$. The linear terms cancel because $N=N_0+\sum_iN_i$, and
\begin{align}
\ln W&=N\ln N-N_0\ln N_0-\sum_iN_i\ln N_i+\sum_iN_i\ln g_i\nonumber\\
&=-N\Big(c_0\ln c_0+\sum_ic_i\ln c_i-\sum_ic_i\ln g_i\Big).
\end{align}
The second line follows on writing $N_s=Nc_s$; the terms in $\ln N$ cancel by \eqref{sites}. The grand potential per site, relative to the perfect sublattice, is the energy cost minus $kT\ln W/N$:
\begin{equation}
\omega=\sum_ic_i(E_i-kT\ln g_i)+kT\Big(\sum_ic_i\ln c_i+c_0\ln c_0\Big).
\label{omega}
\end{equation}

\section{The minimum}

\textbf{Q.} Where does the coupling enter? The first sum has none.

\textbf{A.} It enters through $c_0$. By \eqref{sites}, $\partial c_0/\partial c_i=-1$, so the derivative of $c_0\ln c_0$ is $-(\ln c_0+1)$, while that of $c_i\ln c_i$ is $\ln c_i+1$. The ones cancel:
\begin{equation}
\frac{\partial\omega}{\partial c_i}=E_i-kT\ln g_i+kT\ln\frac{c_i}{c_0}=0 .
\end{equation}
With $x_i=g_ie^{-E_i/kT}$ this reads $c_i=x_ic_0$. The Boltzmann factor therefore gives the number of defects per remaining host atom, not per site. Summing over $i$, with $X=\sum_jx_j$, gives $1-c_0=Xc_0$, so
\begin{equation}
c_0=\frac1{1+X},\qquad c_i=\frac{x_i}{1+\sum_jx_j}.
\label{shared}
\end{equation}
All species have the same denominator.

\textbf{Q.} A stationary point need not be a minimum.

\textbf{A.} Differentiate once more and contract with any nonzero vector $v_i$:
\begin{equation}
\sum_{ij}v_i\frac{\partial^2\omega}{\partial c_i\partial c_j}v_j
=kT\left[\sum_i\frac{v_i^2}{c_i}+\frac{(\sum_iv_i)^2}{c_0}\right]>0 .
\end{equation}
The function is strictly convex, so this stationary point is its one minimum. Its value follows from $E_i-kT\ln g_i=-kT\ln x_i$ and $c_i/x_i=c_0$:
\begin{equation}
\omega_{\min}=kT\Big(\sum_ic_i\ln\frac{c_i}{x_i}+c_0\ln c_0\Big)=kT\ln c_0 .
\label{minimum}
\end{equation}

\textbf{Q.} Does the result depend on Stirling's approximation?

\textbf{A.} No. Without interactions each site contributes a factor $1+X$ to the grand partition function: 1 for the host and $x_i$ for each defect. The probability of defect $i$ on a site is its term divided by that factor, which is \eqref{shared} for any $N$. As a test, all configurations of six sites were summed for three species with $E_i/kT=0.3,\,1.1,\,-0.4$ and $g_i=2,1,3$. The averages agreed with \eqref{shared} to better than one part in a million.

\section{When Boltzmann factors suffice}

\textbf{Q.} My vacancies occupy one site in a hundred. Surely I may drop the denominator?

\textbf{A.} That depends on everything else on the sublattice. Let $\theta=\sum_ic_i=X/(1+X)$ be the total defect fraction. Then $1-\theta=1/(1+X)$, and the error of the Boltzmann value relative to the true $c_i$ is
\begin{equation}
\frac{x_i-c_i}{c_i}=X=\frac{\theta}{1-\theta}.
\label{error}
\end{equation}
It is the same for every species at given $E_i$. To keep it below $\delta$ one needs $\theta<\delta/(1+\delta)$ for the total. A rare vacancy beside an abundant substituent fails this condition although it is rare itself.

\textbf{Q.} Could I give each species its own denominator, $x_i/(1+x_i)$?

\textbf{A.} That is right for a single species. For several, it forbids two defects of the same kind on one site but allows two of different kinds. Three species with $x_i=1$ would fill $3/2$ of the sites; \eqref{shared} gives $1/4$ each, and $1/4$ for the host.

\textbf{Q.} What remains of the Boltzmann picture at high occupation?

\textbf{A.} Ratios do: $c_i/c_j=x_i/x_j$ at any occupation in this model. If species 1 dominates, so that $x_1\gg1$ and $x_1$ greatly exceeds the sum of the other $x_j$, then $c_1\to1$ and
\begin{equation}
c_j\to\frac{x_j}{x_1}=\frac{g_j}{g_1}\,e^{-(E_j-E_1)/kT}.
\end{equation}
The cost that matters is now that of exchanging defect 1 for defect $j$, since defect 1 has become the normal occupant. Neglect of interactions is then a strong assumption.

\section{Compensation and the Fermi level}

\textbf{Q.} You fixed $E_F$. In a compensated crystal the defects themselves determine it.

\textbf{A.} Then neutrality is a constraint. Let $n_s$ be the density of sublattice sites and $p$ the hole density. With electrons negligible,
\begin{equation}
\frac p{n_s}+\sum_iq_ic_i=0 .
\label{neutral}
\end{equation}
Let $F_h(p)$ be the free energy of the holes per volume, with $dF_h/dp=\mu_h=-E_F$. The free energy per site is
\begin{equation}
f=\sum_ic_i(E_{i0}-kT\ln g_i)+kT\Big(\sum_ic_i\ln c_i+c_0\ln c_0\Big)+\frac{F_h(p)}{n_s}.
\end{equation}
By \eqref{neutral}, $\partial p/\partial c_i=-n_sq_i$, so the last term contributes $-q_i\mu_h=q_iE_F$. The condition becomes
\begin{equation}
E_{i0}+q_iE_F+kT\ln\frac{c_i}{g_ic_0}=0 ,
\end{equation}
which is again \eqref{shared}, with $E_F$ fixed by \eqref{neutral}.

\textbf{Q.} How is $p$ related to $E_F$ when the holes are degenerate?

\textbf{A.} Take one parabolic band of mass $m$. With two spins there are $k^2dk/\pi^2$ states per volume. A state at depth $\varepsilon=\hbar^2k^2/2m$ below the band edge is empty with probability $1/(1+e^{(\varepsilon-\mu_h)/kT})$. Substituting $k=\sqrt{2m\varepsilon}/\hbar$ gives
\begin{equation}
p=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\int_0^\infty
\frac{\sqrt\varepsilon\,d\varepsilon}{1+e^{(\varepsilon+E_F)/kT}} .
\label{holes}
\end{equation}

\section{Numbers for a telluride layer}

\textbf{Q.} Show me a case in which the denominator can be seen.

\textbf{A.} Take a rock-salt crystal with rough values for tin telluride: lattice constant $a=0.63$ nm, gap 0.20 eV and hole mass $1.0\,m_e$. At 600 K, $kT=0.0517$ eV, and $n_s=4/a^3=1.60\times10^{22}$ cm$^{-3}$. Three species share the cation sublattice: a vacancy with $q=-2$, a donor with $q=+1$ and a neutral isovalent substituent. Their chosen $E_{i0}$ are $-0.10$, $0.40$ and $0.10$ eV, with $g_i=1$.

Solving \eqref{shared}, \eqref{neutral} and \eqref{holes} together gives $E_F=-0.1565$ eV, inside the valence band. The vacancy then costs $-0.10+2(0.1565)=0.213$ eV and the donor $0.40-0.1565=0.2435$ eV. The factors $x_i$ are 0.01627, 0.00900 and 0.14456, so $X=0.1698$ and
\begin{equation}
c_V=\frac{0.01627}{1.1698}=0.0139,\quad
c_D=\frac{0.00900}{1.1698}=0.0077,\quad
c_M=\frac{0.14456}{1.1698}=0.1236 .
\end{equation}
The hole density is $(2\times0.01391-0.00770)n_s=3.22\times10^{20}$ cm$^{-3}$. At this $E_F$ the Boltzmann law overestimates every species by 17\%, mostly because of the isovalent atoms. A separate denominator would give the vacancy 0.0160, which removes little of the error.

\textbf{Q.} But with the Boltzmann law I would also find a different Fermi level.

\textbf{A.} Yes, and the errors then differ between species. At the old $E_F$, the Boltzmann law multiplies all defect charges by $1+X$. The left side of \eqref{neutral} becomes $p/n_s-(1+X)p/n_s=-Xp/n_s$, which is negative. Raising $E_F$ lowers $p$, and it changes $\sum_iq_ix_i$ at the rate $-\sum_iq_i^2x_i/kT$. The net charge thus falls with rising $E_F$, and neutrality is restored by lowering $E_F$, by $\Delta>0$ say. The ratio of the two predictions is
\begin{equation}
\frac{c_i^{\rm B}}{c_i}=(1+X)\,e^{q_i\Delta/kT}.
\end{equation}
Here $E_F$ moves to $-0.1587$ eV, so $\Delta=0.0022$ eV. The excess, relative to the shared law, is 7\% for the vacancy, 22\% for the donor and still 17\% for the neutral species. The hole density changes by less than 2\%, so a good hole density would not show that the defect fractions are good.

\textbf{Q.} How quickly does the dilute limit arrive?

\textbf{A.} Hold $E_F$ at $-0.1565$ eV and raise all $E_i$ together, without imposing neutrality again. Each 0.1 eV multiplies $X$ by $e^{-0.1/0.0517}=0.145$. The Boltzmann excess falls from 17\% to 2.5\%, 0.35\% and 0.05\% for rises of 0.1, 0.2 and 0.3 eV.

\section{Which host chemical potential?}

\textbf{Q.} I know a counterexample. In an elemental crystal with vacancies, the equilibrium vacancy fraction per site is $e^{-e/kT}$, with no denominator. Is \eqref{shared} wrong there?

\textbf{A.} No, but the energy has a different meaning. That crystal can create sites at its surface, and its host potential is not imposed. Consider neutral defects with $g_i=1$, a fixed number of host atoms and a free number of sites. Let $e_i$ be the cost of adding a site that carries defect $i$, including any atoms of the other sublattice taken from their reservoir. With $n_i$ defects per host atom and $t=1+\sum_in_i$ sites per host atom, minimise
\begin{equation}
G=\sum_in_ie_i+kT\Big(\sum_in_i\ln n_i-t\ln t\Big).
\end{equation}
Since $\partial t/\partial n_i=1$, the condition is $e_i+kT\ln(n_i/t)=0$, and
\begin{equation}
c_i=\frac{n_i}t=e^{-e_i/kT},
\label{free}
\end{equation}
provided these fractions sum to less than one. There is no denominator even at high occupation. Direct minimisation with $e_i/kT=2.0$ and $1.5$ gave $0.13534$ and $0.22313$, which are $e^{-2}$ and $e^{-1.5}$.

\textbf{Q.} Then which formula do I use?

\textbf{A.} They agree once the host potential is the actual one. Let $D$ be the cost of adding a perfect site with its host atom, all atoms coming from reservoirs. Adding a site with defect $i$ is the same as adding a perfect site and then replacing its host, so $e_i=D+E_i$. If the number of sites is in equilibrium, the total cost per added site vanishes. By \eqref{minimum},
\begin{equation}
D+kT\ln c_0=0,\qquad e_i=E_i-kT\ln c_0 ,
\end{equation}
and \eqref{free} becomes $c_i=c_0e^{-E_i/kT}$, which is \eqref{shared}. A perfect crystal would have $D=0$. Since $D$ contains minus the host potential, that potential lies at $kT\ln c_0$ relative to its perfect-crystal value, for a given potential of the other sublattice.

The shared denominator therefore belongs with a host potential that is actually imposed or known. If the host potential is inferred from the other element and the perfect-crystal energy, then $e_i$ has been calculated, and \eqref{free} applies to neutral defects. Dividing again would turn 0.1353 into $0.1353/(1+0.1353+0.2231)=0.0996$.

\textbf{Q.} And with charged defects?

\textbf{A.} The holes add a term. Use $F_h=\mu_hp-P_h$, with $P_h$ the hole pressure. At the minimum the defect terms of $f$ give $kT\ln c_0-E_F\sum_iq_ic_i$. By \eqref{neutral} the second part is $E_Fp/n_s=-\mu_hp/n_s$, which cancels the term $\mu_hp/n_s$ from $F_h$. Hence
\begin{equation}
f_{\min}=kT\ln c_0-\frac{P_h}{n_s}.
\end{equation}
In the telluride example this is $-0.0081-0.0018=-0.0099$ eV. If the number of sites is also in equilibrium, the host potential is shifted by this amount, about $0.2\,kT$. The example assumes that the actual cation potential is set by a reservoir, so its $E_{i0}$ already contain the shift.

\section{What the ideal model leaves out}

\textbf{Q.} Charged defects at the per cent level surely interact.

\textbf{A.} They do, and the size can be estimated. Let defects $i$ and $j$ on neighbouring sites have pair energy $w_{ij}$, with $z$ neighbours per site. Take any configuration with a host atom on a chosen site and replace that atom by $i$. The statistical weight is multiplied by $x_i$ and by $e^{-w_{ij}/kT}$ for each neighbouring defect $j$. Summing over the surroundings gives $c_i/c_0=x_i\langle\prod e^{-w_{ij}/kT}\rangle_0$, where the average is taken with the host on the site. To first order in the fractions, each neighbour is $j$ with probability $c_j$, so
\begin{equation}
\ln\frac{c_i}{c_0x_i}\simeq z\sum_jc_j\left(e^{-w_{ij}/kT}-1\right).
\label{pairs}
\end{equation}

For the vacancy, take $z=12$, distance $a/\sqrt2=0.4455$ nm and the Coulomb energy divided by the relative permittivity, without screening by the holes. With a rough static relative permittivity of 300, a vacancy and a donor attract by $0.42\,kT$, and two vacancies repel by $0.83\,kT$. The nearest-shell terms in \eqref{pairs} are $+0.05$ and $-0.09$, to be compared with the site-blocking term $\ln c_0=-0.16$. One shell does not settle the sign for a long-range force. The average repulsion from the other defects is largely cancelled by the holes and is already contained in $E_F$. What remains is mainly the screening cloud around the vacancy, and a Debye--H\"uckel estimate over all shells gives about $+0.1$ to $+0.2$, as large as site blocking and of opposite sign. With a rough optical value of 45, the attraction is $2.8\,kT$ and its term is $+1.4$, or about $+0.4$ if the holes screen it over about 1 nm. That is a large correction: in this estimate neither the first-order formula nor the ideal model can be trusted. Which permittivity suits neighbouring sites is not settled by this estimate, which also omits farther shells, strain and chemical bonding.

\textbf{Q.} How far should I trust the example for real tin telluride?

\textbf{A.} As an illustration of site competition, not as a prediction. The real material is strongly p-type because of cation vacancies, with hole densities of very roughly $10^{20}$ to $10^{21}$ cm$^{-3}$; the model value lies in that range, but its formation energies were chosen. An isovalent content of 12\% makes the layer an alloy, whose changed gap and lattice constant are ignored. The single parabolic band is a weak point. Tin telluride has a second, heavier valence band not far below the first, which is left out, and the mass of $1.0\,m_e$ is a rough effective value, not a measured band-edge mass. With $0.5\,m_e$ the same model gives a hole density of only $1.25\times10^{20}$ cm$^{-3}$ and a vacancy fraction of 0.009. The shape of the band matters too. Replacing $\varepsilon$ in the dispersion by $\varepsilon(1+\varepsilon/E_g)$, with $E_g=0.20$ eV and $1.0\,m_e$ now read as the band-edge mass, moves $E_F$ to $-0.138$ eV. The doubly negative vacancy becomes cheaper, its fraction doubles to 0.029, and the hole density rises to $8.3\times10^{20}$ cm$^{-3}$. For this mass the change exceeds the site-blocking correction by far, but an effective mass already absorbs part of it: with $0.5\,m_e$ at the band edge the nonparabolic band gives 0.015 and $3.5\times10^{20}$ cm$^{-3}$, close to the parabolic result for $1.0\,m_e$. The gap of 0.20 eV is roughly a room-temperature value, and in tin telluride it shrinks on heating; with 0.09 eV and $1.0\,m_e$ the vacancy fraction would be 0.047. Real epitaxy may also leave defects out of equilibrium, and a second phase may form first; neither effect is sized here.

\textbf{Q.} Are electrons, or cooling to room temperature, a concern?

\textbf{A.} In the parabolic model, with an electron mass of $1.0\,m_e$, the electron density at 600 K is $7\times10^{16}$ cm$^{-3}$, or $6\times10^{17}$ cm$^{-3}$ for a gap of 0.09 eV; both are negligible beside the holes. If the defects and their charges are frozen during cooling, \eqref{neutral} keeps $p$ unchanged, and $E_F$ moves to $-0.168$ eV at 300 K. The numerical output lists the input values of the main example.

\section*{Computed results}
\begin{verbatim}
Temperature: 600 K; kT: 0.05170 eV
Lattice constant (rough): 0.63 nm
Cation site density: 1.600e+22 cm^-3
Hole and electron DOS mass (rough): 1.0 m_e
Band gap (rough): 0.20 eV
vacancy: charge -2 e, E_i0 -0.10 eV
donor: charge +1 e, E_i0 +0.40 eV
isovalent: charge +0 e, E_i0 +0.10 eV
All example degeneracies g_i: 1
Fermi level, shared law: -0.1565 eV
vacancy: E_i 0.2129 eV
  at this E_F: x_i 0.01627, shared c_i 0.01391
donor: E_i 0.2435 eV
  at this E_F: x_i 0.00900, shared c_i 0.00770
isovalent: E_i 0.1000 eV
  at this E_F: x_i 0.14456, shared c_i 0.12357
X: 0.16983; theta: 0.14518; host: 0.85482
Vacancy, separate denominator: 0.01601
Vacancy density: 2.225e+20 cm^-3
Donor density: 1.231e+20 cm^-3
Hole density: 3.220e+20 cm^-3
Fermi level, Boltzmann law: -0.1587 eV
vacancy, Boltzmann: 0.01494, excess 7.39 %
donor, Boltzmann: 0.00940, excess 22.10 %
isovalent, Boltzmann: 0.14456, excess 16.98 %
Hole density, Boltzmann: 3.276e+20 cm^-3
Host potential shift kT ln c_0: -0.00811 eV
Hole pressure per site: 0.00181 eV
Uniform rise of all E_i at fixed E_F:
  0.1 eV: Boltzmann excess 2.4550 %
  0.2 eV: Boltzmann excess 0.3549 %
  0.3 eV: Boltzmann excess 0.0513 %
Nonparabolic band: E_F -0.1376 eV
  vacancy fraction 0.02852, donor 0.00527
  hole density 8.282e+20 cm^-3
Minority electrons: 7.19e+16 cm^-3
Nearest cation distance: 0.4455 nm; neighbours: 12
Rough static relative permittivity: 300
  vacancy-donor -0.0215 eV = -0.42 kT
  vacancy-vacancy 0.0431 eV = 0.83 kT
  first-order ln shifts: +0.048, -0.094
Rough optical relative permittivity: 45
  vacancy-donor -0.1437 eV = -2.78 kT
  vacancy-vacancy 0.2873 eV = 5.56 kT
  first-order ln shifts: +1.394, -0.166
Frozen defects at 300 K: E_F -0.1679 eV
Free-site test: fractions 0.13534, 0.22313
\end{verbatim}
